\section*{Two Density-Vertex Limits in an Electron Liquid and Z1 = Z2, part 1}

(Sections cited here and not found follow in the second part.)

\section{Number conservation and the two limits}

\subsection{Result and conventions}

In an interacting normal electron liquid the density vertex generally has no unique value at zero transferred momentum and frequency. On the Fermi surface its two successive limits are
\begin{align}
\Lambda^\omega&\equiv\lim_{\Omega\to0}\lim_{q\to0}\Lambda=\frac1Z, \label{eq:dyn}\\
\Lambda^q&\equiv\lim_{q\to0}\lim_{\Omega\to0}\Lambda=\frac{1}{Z(1+F_0)}
=\frac{1}{Z}\,\frac{dn/d\mu}{N^*}. \label{eq:stat}
\end{align}
Here $Z$ is the quasiparticle weight, $N^*$ the quasiparticle density of states for both spins, and $F_0$ the isotropic, spin-symmetric Landau parameter. The superscript names the variable that is still nonzero when the other has been set to zero. In the vacuum of quantum electrodynamics the corresponding vertex has a single limit, and this gives $Z_1=Z_2$.

The liquid is isotropic, unpolarized and at zero temperature. It has a sharp Fermi surface of radius $k_F$. Hartree atomic units are used for it. With imaginary frequency $i\omega$, the propagator for one spin satisfies
\begin{equation}
G^{-1}(k,i\omega)=i\omega+\mu-\frac{k^2}{2}-\Sigma(k,i\omega).
\label{eq:G}
\end{equation}
Near the Fermi surface it has the form
\begin{equation}
G^{-1}(k,i\omega)\simeq\frac{i\omega-v^*(k-k_F)}{Z},\qquad
\frac1Z=1-\left.\frac{\partial\Sigma}{\partial(i\omega)}\right|_{k_F,0},
\label{eq:qp}
\end{equation}
where $v^*$ is the quasiparticle velocity.

Let $\phi$ be a weak potential energy that couples to the density. The vertex measures how $\phi$ changes the inverse propagator:
\begin{equation}
\Lambda=-\frac{\delta G^{-1}}{\delta\phi}=1+\frac{\delta\Sigma}{\delta\phi}.
\label{eq:def}
\end{equation}
In this definition $\phi$ is the total classical potential, that is, the applied potential plus the Hartree potential of the induced charge. The vertex is then the proper one: it contains no diagram that separates when one Coulomb line of momentum $q$ is cut. Correspondingly, $\mu$ is measured from the Hartree potential. The incoming and outgoing electrons have momenta $\mathbf k_\mp=\mathbf k\mp\mathbf q/2$ and frequencies $\omega_\mp=\omega\mp\Omega/2$.

\subsection{The gauge identity}

Write the kinetic part of the imaginary-time action with a scalar potential $\phi$ and a vector potential $\mathbf A$:
\begin{equation}
S_0=\int d\tau\,d^3r\;\bar\psi\left[\partial_\tau-\mu+\phi
+\tfrac12(-i\nabla+\mathbf A)^2\right]\psi .
\label{eq:action}
\end{equation}
Substitute $\psi=e^{-\theta}\psi'$ and $\bar\psi=\bar\psi'e^{\theta}$, where $\theta$ depends on position and time. The derivatives become
\begin{equation}
\partial_\tau\psi=e^{-\theta}(\partial_\tau-\partial_\tau\theta)\psi',\qquad
-i\nabla\psi=e^{-\theta}(-i\nabla+i\nabla\theta)\psi'.
\end{equation}
If $\phi=\partial_\tau\theta$ and $\mathbf A=-i\nabla\theta$, both potentials disappear from the action of $\psi'$. The density $\bar\psi\psi$ is unchanged, and so is any interaction between densities. Therefore
\begin{equation}
G_{\phi,A}(1,1')=e^{-\theta(1)}G(1-1')e^{\theta(1')},
\label{eq:phase}
\end{equation}
and the inverse propagator acquires the same two factors. At $1=1'$ the factors cancel. No density is induced, so the applied and total scalar potentials coincide here.

Choose $\theta=\theta_0e^{i\mathbf q\cdot\mathbf r-i\Omega\tau}$. Then $\phi$ and $\mathbf A$ have amplitudes $-i\Omega\theta_0$ and $\mathbf q\theta_0$. To first order, Eq.~\eqref{eq:phase} gives
\begin{equation}
\delta G^{-1}(1,1')=-[\theta(1)-\theta(1')]\,G^{-1}(1-1').
\end{equation}
In the Fourier transform, $\theta(1)$ removes $(\mathbf q,\Omega)$ from the outgoing variables and leaves $G^{-1}$ at the incoming ones. The factor $\theta(1')$ leaves it at the outgoing ones. Hence
\begin{equation}
\delta G^{-1}=\theta_0\left[G^{-1}(k_+,i\omega_+)-G^{-1}(k_-,i\omega_-)\right].
\label{eq:varA}
\end{equation}
With the current vertex defined by $\boldsymbol\Lambda_J=-\delta G^{-1}/\delta\mathbf A$, the same variation is
\begin{equation}
\delta G^{-1}=-\Lambda(-i\Omega\theta_0)-\boldsymbol\Lambda_J\cdot\mathbf q\,\theta_0 .
\label{eq:varB}
\end{equation}
Equating the two expressions yields
\begin{equation}
i\Omega\Lambda-\mathbf q\cdot\boldsymbol\Lambda_J
=G^{-1}(k_+,i\omega_+)-G^{-1}(k_-,i\omega_-).
\label{eq:ward}
\end{equation}
Free electrons check the signs. They have $\Lambda=1$ and $\boldsymbol\Lambda_J=\mathbf k$, and the right side is $i\Omega-(k_+^2-k_-^2)/2=i\Omega-\mathbf k\cdot\mathbf q$.

Now take $q\to0$ at nonzero $\Omega$. The proper current vertex stays finite, so its term vanishes and
\begin{equation}
\Lambda(k,i\omega;0,i\Omega)
=1-\frac{\Sigma(k,i\omega_+)-\Sigma(k,i\omega_-)}{i\Omega}.
\label{eq:finite}
\end{equation}
The limit $\Omega\to0$ on the Fermi surface gives $1-\partial\Sigma/\partial(i\omega)=1/Z$, which is Eq.~\eqref{eq:dyn}. A spatially uniform potential that varies in time cannot move charge from one place to another. It changes the phase of every electron equally, and the product $Z\Lambda^\omega=1$ says that the quasiparticle couples to it with the unit charge of a bare electron.

The opposite order cannot be read from Eq.~\eqref{eq:ward}. At $\Omega=0$ the factor in front of $\Lambda$ is zero, and the identity constrains the current vertex instead.

\subsection{The static limit is a change of chemical potential}

Consider a static potential whose wavelength is long compared with the distances over which the liquid responds locally. Electrons flow until the electrochemical potential is uniform. Around a point where the total potential is $\phi$, the liquid is in the equilibrium state with local chemical potential $\mu-\phi$. Thus $-\delta/\delta\phi$ acts as $d/d\mu$:
\begin{equation}
\Lambda^q=\left.\frac{\partial G^{-1}}{\partial\mu}\right|_{k,\omega}
=1-\left.\frac{\partial\Sigma}{\partial\mu}\right|_{k,\omega}.
\label{eq:muward}
\end{equation}
This is the second identity. It requires a normal state that changes smoothly with $\mu$. The physical difference from Eq.~\eqref{eq:finite} is the flow of charge: the static limit allows the local density to adjust, and the uniform, time-dependent limit does not.

The Fermi momentum is defined by $G^{-1}(k_F,0;\mu)=0$. Differentiate this equation while following the Fermi surface:
\begin{equation}
\frac{\partial G^{-1}}{\partial\mu}
+\frac{\partial G^{-1}}{\partial k}\frac{dk_F}{d\mu}=0.
\end{equation}
Equation~\eqref{eq:qp} gives $\partial G^{-1}/\partial k=-v^*/Z$, so
\begin{equation}
\Lambda^q=\frac{v^*}{Z}\frac{dk_F}{d\mu}.
\label{eq:kfmu}
\end{equation}

\subsection{From the Fermi momentum to the compressibility}

The density must next be related to $k_F$. The occupation of one momentum and spin state is
\begin{equation}
n_k=\int\frac{d\omega}{2\pi}\,e^{i\omega0^+}G(k,i\omega).
\end{equation}
Since $\partial G^{-1}/\partial(i\omega)=1-\partial\Sigma/\partial(i\omega)$,
\begin{equation}
G=\frac{\partial\ln G^{-1}}{\partial(i\omega)}
+G\frac{\partial\Sigma}{\partial(i\omega)}.
\label{eq:lutt}
\end{equation}
The last term vanishes after integration over frequency and momentum. To see this, write $\Sigma=\delta\Phi/\delta G$, where $\Phi$ is the sum of closed skeleton diagrams. A common shift of all electron frequencies leaves $\Phi$ unchanged, because the interaction lines see frequency differences. Hence $\int\Sigma\,\partial_\omega G=0$, and integration by parts gives $\int G\,\partial_\omega\Sigma=0$.

The first term of Eq.~\eqref{eq:lutt} counts a phase. Its symmetric frequency integral is $1/(2\pi)$ times the change in the argument of $G^{-1}$ from $\omega=-\infty$ to $\infty$. The imaginary part of $G^{-1}$ has the sign of $\omega$. For $k<k_F$ its value at $\omega=0$ is positive, and the argument runs from $-\pi/2$ through $0$ to $\pi/2$. This contributes $1/2$. For $k>k_F$ the value at $\omega=0$ is negative, the argument turns the other way, and the contribution is $-1/2$. The factor $e^{i\omega0^+}$ adds $1/2$ from the tail $G\sim1/(i\omega)$. Each state therefore contributes one inside the Fermi surface and zero outside. For two spins,
\begin{equation}
n=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}=\frac{k_F^3}{3\pi^2}.
\label{eq:n}
\end{equation}
This is a statement about the total. Individual occupations $n_k$ need not be one or zero.

The quasiparticle density of states is
\begin{equation}
N^*=2\,\frac{4\pi k_F^2}{(2\pi)^3v^*}=\frac{k_F^2}{\pi^2v^*}.
\label{eq:N}
\end{equation}
Differentiating Eq.~\eqref{eq:n} gives $dn/d\mu=(k_F^2/\pi^2)\,dk_F/d\mu=N^*v^*\,dk_F/d\mu$. Combined with Eq.~\eqref{eq:kfmu}, this is
\begin{equation}
Z\Lambda^q=\frac{1}{N^*}\frac{dn}{d\mu}.
\label{eq:comp}
\end{equation}
At zero temperature $dP=n\,d\mu$, so the compressibility is $\kappa=n^{-1}dn/dP=n^{-2}dn/d\mu$. The product $Z\Lambda^q$ therefore measures $\kappa$ relative to $N^*/n^2$, the value for quasiparticles whose mutual interaction is ignored. In a charged liquid this $\kappa$ is the proper one, with a neutralizing background that follows the electrons.

\subsection{A model with both limits}

A model with a retarded local interaction gives numbers for these relations. The band is parabolic, and states with $k>K$ are absent. The interaction is
\begin{equation}
W(\nu)=U_\infty-(U_\infty-U_0)\frac{\omega_0^2}{\nu^2+\omega_0^2}.
\label{eq:W}
\end{equation}
It imitates a repulsion that is screened at low frequency. The Hartree term is left out, and the self-energy is self-consistent exchange:
\begin{equation}
\Sigma(i\omega)=-\int\frac{d\omega'}{2\pi}\,W(\omega-\omega')\,e^{i\omega'0^+}
\int_{k<K}\frac{d^3k}{(2\pi)^3}\,G(k,i\omega').
\label{eq:model}
\end{equation}
This is an approximation to a model, not a calculation for jellium. It respects number conservation: in time, $\Sigma$ is a product of $-W(\tau-\tau')$ and $G(\tau,\tau')$, so under a uniform $\theta(\tau)$ it acquires the phase factors of Eq.~\eqref{eq:phase}.

Vary Eq.~\eqref{eq:model} with $W$ fixed. From $\delta G=-G\,\delta G^{-1}G=G\Lambda G\,\phi$ and Eq.~\eqref{eq:def},
\begin{equation}
\Lambda(i\omega)=1-\int\frac{d\omega'}{2\pi}\,W(\omega-\omega')P(i\omega')\Lambda(i\omega'),
\label{eq:ladder}
\end{equation}
where $P$ is the momentum integral of $G(k_+,i\omega'_+)G(k_-,i\omega'_-)$. At small $q$ the cutoff is applied to the midpoint momentum. If screening made $W$ depend on $\mu$, the variation $\delta W$ would add further vertex diagrams.

The parameters are $k_F=1$ and $K=2$ in $a_0^{-1}$, $U_\infty=10$ and $U_0=4$ in Ha\,$a_0^3$, and $\omega_0=0.5$ Ha. The density integrated from $G$ is $0.03377\,a_0^{-3}$, in agreement with Eq.~\eqref{eq:n}. The slope of the self-energy gives $1/Z=1.2003$, or $Z=0.8331$. The ladder gives
\begin{equation}
\Lambda^\omega=1.2003,\qquad \Lambda^q=1.7041 .
\end{equation}
An actual small change of $\mu$ also gives $1.7041$ for the static vertex.

Because $\Sigma$ does not depend on momentum, Eq.~\eqref{eq:qp} gives $v^*=Zk_F=0.8331$ atomic units. Then $N^*=1/(\pi^2\times0.8331)=0.1216$ Ha$^{-1}a_0^{-3}$. The integrated density changes at the rate $dn/d\mu=0.1727$ Ha$^{-1}a_0^{-3}$, or $42.8$ eV$^{-1}$nm$^{-3}$. The two sides of Eq.~\eqref{eq:comp} are
\begin{equation}
0.8331\times1.7041=1.420,\qquad \frac{0.1727}{0.1216}=1.420 .
\end{equation}

\section{The Fermi surface and the vacuum}

\subsection{Quantities carried forward}

The proper density vertex $\Lambda$ has incoming and outgoing variables that differ by momentum $\mathbf q$ and imaginary frequency $i\Omega$. If $q\to0$ first, it becomes $\Lambda^\omega=1/Z$. If $\Omega\to0$ first, it becomes $\Lambda^q$, with $Z\Lambda^q=(dn/d\mu)/N^*$. The quasiparticle weight is $Z$, the velocity is $v^*$, and $N^*=k_F^2/(\pi^2v^*)$ counts both spins. It remains to find the origin of the difference and to express it through $F_0$. For this purpose write $N^*_\sigma=N^*/2$ for one spin and
\begin{equation}
s=\frac{\Omega}{v^*q},\qquad \Omega>0 .
\end{equation}

Number conservation fixes $\Lambda^\omega=1/Z$, while the response to a change of chemical potential gives $Z\Lambda^q=(dn/d\mu)/N^*$, and the model confirms both numerically. It remains to trace the difference to the pair of propagators near the Fermi surface, to express it through $F_0$, and to show why the vacuum has a single limit.
